# Autocatalytic Precursor Decomposition: Sigmoidal Conversion and Logarithmic Induction Time, part 2

A precursor A decomposes in solution to a product B that catalyses the decomposition. Why does the delay before the conversion takes off depend only weakly on the initial amount of B, and why does it stay finite without any?

A reacts spontaneously at the rate \(k_1[\mathrm{A}]\) and by catalysis at the rate \(k_2[\mathrm{A}][\mathrm{B}]\), with \(k_1\) in 1/s and \(k_2\) in L/(mol s). Each A consumed gives a net gain of one B. The model assumes perfect mixing, constant temperature and volume, first order in B, no loss or binding of B, and no reverse reaction.

The initial concentrations are \(a_0\) of A and \(b_0\) of B, in mol/L. We call \(b_0\) the seed and \(b_0+k_1/k_2\) the effective seed. The conversion \(X\) is the fraction of the initial precursor converted by time \(t\), and it obeys

\[
\frac{dX}{dt}=k_2a_0\,(r+X)(1-X),\qquad
r=\frac{b_0+k_1/k_2}{a_0}. \tag{1}
\]

With

\[
\lambda=k_2a_0(1+r)=k_1+k_2(a_0+b_0), \tag{2}
\]

the time to reach conversion \(X\) is

\[
t_X=\frac{1}{\lambda}\ln\frac{1+X/r}{1-X}. \tag{10}
\]

The half-time is \(t_X\) at \(X=1/2\). For \(r<1\) the curve is sigmoidal. Its steepest point, the inflection, lies at the conversion \(X^*=(1-r)/2\) and the time

\[
t^*=\frac{\ln(1/r)}{\lambda}. \tag{6}
\]

The slope there is

\[
s^*=k_2a_0\frac{(1+r)^2}{4}=\frac{\lambda(1+r)}{4}. \tag{9}
\]

The tangent at this point, extended back to \(X=0\), defines the induction time:

\[
t_{\mathrm{ind}}=\frac{1}{\lambda}\left[\ln\frac1r-\frac{2(1-r)}{1+r}\right],\qquad 0<r<1. \tag{11}
\]

The example is a sulfonate ester that releases a sulfonic acid at 373 K, with \(a_0=0.1\) mol/L, \(b_0=10^{-4}\) mol/L, \(k_1=10^{-7}\) 1/s and \(k_2=10^{-2}\) L/(mol s). Hence \(k_1/k_2=10^{-5}\) mol/L, \(r=1.1\times10^{-3}\) and \(t_{\mathrm{ind}}=4812\) s.

## The logarithmic law and its error

For \(r\ll1\) we have \(2(1-r)/(1+r)=2-4r+O(r^2)\) and \(1/\lambda=(1-r+O(r^2))/(k_2a_0)\). Multiplying out to first order in \(r\),

\[
k_2a_0t_{\mathrm{ind}}\approx\left(\ln\frac1r-2+4r\right)(1-r)
\approx\ln\frac1r-2+r\left(6-\ln\frac1r\right). \tag{12}
\]

Dropping the last term leaves the leading law

\[
t_{\mathrm{ind}}\approx\frac{1}{k_2a_0}\left[\ln\frac{a_0}{b_0+k_1/k_2}-2\right]. \tag{13}
\]

The logarithm contains the effective seed. To see how the real seed enters, differentiate with respect to \(\ln b_0\):

\[
\frac{dt_{\mathrm{ind}}}{d\ln b_0}\approx-\frac{1}{k_2a_0}\,\frac{b_0}{b_0+k_1/k_2}. \tag{14}
\]

There are three regimes.

- For \(k_1/k_2\ll b_0\ll a_0\) the last fraction is close to one. The induction time is then linear in \(\ln b_0\), and each tenfold cut in seed adds \(\ln(10)/(k_2a_0)\).
- At \(b_0=k_1/k_2\) the slope has fallen to half that value.
- For \(b_0\ll k_1/k_2\) the induction time no longer responds to the seed. It saturates at \([\ln(k_2a_0/k_1)-2]/(k_2a_0)\).

A logarithmic dependence on initial product is therefore a property of a window, which is wide if \(k_1/k_2\) lies far below \(a_0\).

## The scan over the seed

With \(a_0\), \(k_1\), \(k_2\) and temperature held fixed, the tangent construction on numerically integrated curves gives the second column below. The third column is the leading law (13).

| Seed (mol/L) | \(t_{\mathrm{ind}}\) (s) | Law (13) (s) |
|---:|---:|---:|
| \(10^{-3}\) | 2609 | 2595 |
| \(10^{-4}\) | 4812 | 4812 |
| \(10^{-5}\) | 6517 | 6517 |
| \(10^{-6}\) | 7115 | 7115 |
| 0 | 7210 | 7210 |

The difference of 14 s in the first row is the correction in (12). There \(r=0.0101\) and \(\ln(1/r)=4.60\), so the correction is \(0.0101\times1.40=0.014\) in units of \(1/(k_2a_0)=1000\) s.

The steps between rows are 2203, 1705, 598 and 95 s, whereas the full logarithmic step is 2303 s. The steps shrink because the effective seed does not fall tenfold. From the second row to the third it falls from \(1.1\times10^{-4}\) to \(2\times10^{-5}\) mol/L, a factor of 5.5, and \(\ln5.5=1.705\). This answers the opening question: the spontaneous path supplies an effective seed of \(10^{-5}\) mol/L that no purification removes.

When the spontaneous path is switched off in the integration, the full step returns. With \(k_1=0\), going from \(10^{-4}\) to \(10^{-5}\) mol/L adds 2303.2 s, and going on to \(10^{-6}\) mol/L adds 2302.9 s.

## Other definitions

An experimenter may prefer the time at which a fixed conversion \(X\) is reached. If \(r\ll X\), then \(1+X/r\approx X/r\), and

\[
t_X\approx\frac{1}{k_2a_0}\left[\ln\frac1r+\ln\frac{X}{1-X}\right].
\]

The dependence on the seed is the same as in (13), and the constant alone differs. The two definitions agree if \(X/(1-X)=e^{-2}\), or \(X=1/(1+e^2)=0.119\). The example indeed has 11.9 % conversion at its induction time. For small \(r\) the tangent construction thus marks a moment when more than a tenth of the precursor is gone, which is late if the purpose is to keep a precursor fresh. If the threshold \(X\) is comparable with \(r\) or smaller, the approximation \(X/r\gg1\) fails, and with it the logarithm.

## Why a logarithm

While \(X\ll1\), the rate law reads \(d(r+X)/dt\approx k_2a_0(r+X)\). The effective catalyst grows by a factor \(e\) in each interval \(1/(k_2a_0)\). To rise from \(r\) to a fixed level it needs a number of such intervals equal to the logarithm of the ratio.

This depends on first order in the product. Suppose instead that there is no spontaneous path, so that \(r=b_0/a_0\), and that the catalysed rate goes as the power \(n\) of the product:

\[
\frac{dX}{d\tau}=(r+X)^n(1-X),\qquad \tau=k_2a_0t.
\]

Here \(k_2a_0\) stands for the rate coefficient at \(r+X=1\), held fixed as \(n\) and \(r\) change. The half-time is

\[
\tau_{1/2}=\int_0^{1/2}\frac{dX}{(r+X)^n(1-X)} .
\]

Write \(1/(1-X)=1+X/(1-X)\). For \(n<2\) the second term gives an integral that tends to a finite limit as \(r\to0\), because its integrand stays below \(X^{1-n}/(1-X)\). The strong dependence on \(r\) sits in the first term, which for \(n\ne1\) is

\[
\int_0^{1/2}\frac{dX}{(r+X)^n}=\frac{(r+\tfrac12)^{1-n}-r^{1-n}}{1-n}.
\]

For \(n<1\) the term \(r^{1-n}\) vanishes as \(r\to0\), so the delay stays finite even for a vanishing seed. For \(n>1\) it grows as a power of \(1/r\). Quadrature of the full integral gives the time added by two successive tenfold cuts in \(r\), from \(10^{-3}\) to \(10^{-4}\) and then to \(10^{-5}\):

| Order \(n\) | First cut | Second cut |
|---:|---:|---:|
| 2/3 | 0.161 | 0.075 |
| 1 | 2.307 | 2.303 |
| 3/2 | 136.8 | 432.5 |

The order 2/3 has a physical case. If the catalyst is the surface of a fixed number \(N\) of equal spheres with total volume \(V\), each radius is \((3V/4\pi N)^{1/3}\), and the total surface \(4\pi N(3V/4\pi N)^{2/3}\) goes as \(V^{2/3}\). A precursor that deposits metal on such growing particles does not follow the logarithmic law, provided that the surface reaction sets the rate.

## Reading the constants from a curve

For small \(r\), equation (9) gives \(\lambda\approx4s^*\), and (6) gives \(r=e^{-\lambda t^*}\). The exponential magnifies errors: at fixed \(t^*\), a small relative error in \(\lambda\) produces a relative error in \(r\) that is \(\lambda t^*\) times larger. In the example \(\lambda t^*=6.8\), so an error of 1 % in \(\lambda\) shifts \(r\) by about 7 %.

The spontaneous constant follows from \(k_1/k_2=a_0r-b_0\). In the example this is the difference between \(1.1\times10^{-4}\) and \(1.0\times10^{-4}\) mol/L. An error of 7 % in the first number is about \(8\times10^{-6}\) mol/L, nearly as large as the result. A seeded curve thus determines \(k_2\) well and \(k_1\) poorly. Even the shortcut \(\lambda\approx4s^*\), which is too large by the factor \(1+r\), makes \(k_1/k_2\) come out about 8 % low in the example. A run without seed avoids the subtraction, provided that the precursor brings no acid as an impurity: the shape of the curve fixes the sum \(b_0+k_1/k_2\) and cannot separate its two parts.

## Effects left out, sized for the example

The reference is the half-time of 6807 s. Each effect is added alone, with the other settings unchanged.

**Temperature of the bath.** With an activation energy of 110 kJ/mol for both paths, a bath that is 1 K too warm gives 6191 s, which is 9 % less. Both rate constants rise by the same factor, \(6807/6191=1.10\), and all times shrink by it.

**Heat of reaction.** A reaction heat of 50 kJ/mol and a heat capacity of 1.7 kJ/(L K) change the temperature at full conversion by

\[
\Delta T=\frac{0.1\times50}{1.7}\ \mathrm{K}=2.94\ \mathrm{K}
\]

if no heat is exchanged. The half-time becomes 6623 s for an exothermic and 7007 s for an endothermic reaction, a shift of about 3 % either way. The shift is small because the heat appears late. With \(\beta=\ln1.10\approx0.095\) per kelvin, the rate gains a factor of about \(1+\beta\Delta T\,X\). For small \(r\) the half-time then changes by about

\[
-\frac{\beta\Delta T}{k_2a_0}\int_0^{1/2}\frac{dX}{1-X}=-\frac{\beta\Delta T\ln2}{k_2a_0}\approx-190\ \mathrm{s}.
\]

This estimate holds for a dilute solution. A concentrated precursor has a larger \(\Delta T\), and the isothermal model can then fail.

**Basic impurity.** Let a strong base bind acid one to one and make it inactive. A base concentration of \(5\times10^{-5}\) mol/L halves the free seed, and the half-time rises to 7415 s. With \(2\times10^{-4}\) mol/L, twice the seed, no free acid remains. The spontaneous path must first make another \(10^{-4}\) mol/L, one thousandth of the precursor, which takes \(-\ln(1-10^{-3})/k_1=10005\) s. The half-time is then 19221 s. The time needed to use up a small excess of base is nearly proportional to that excess. It adds to the half-time of an unseeded solution, so the logarithmic law does not describe the total delay.

**Loss of acid.** If acid disappears with a first-order constant \(k_L\), its early growth constant drops from \(k_2a_0\) to \(k_2a_0-k_L\). For \(k_L=2\times10^{-5}\) 1/s the half-time is 6932 s. For \(k_L=1.5\times10^{-3}\) 1/s, which exceeds \(k_2a_0\), the acid cannot multiply, and the conversion after 20000 s is 0.75 %.

**Catalytic order.** Here the rate is taken as \(dX/dt=k_2a_0(r+X)^n(1-X)\) with \(r\) unchanged, so the power acts on the whole effective seed, including the part that stands for the spontaneous path. An order of 0.9 then gives 4865 s and an order of 1.1 gives 9847 s. The half-time responds strongly because a small change of exponent acts over about three decades of \(r+X\).

**Reverse reaction.** This effect is not sized. Leaving it out requires that the alkene by-product escapes or that the equilibrium lies far on the side of the acid.

## Beside the real case

Sulfonate esters that release acid under acid catalysis are known as acid amplifiers and have been used in photoresists, where the seed is the acid made by exposure. The example's constants are rough values for a slow ester in stirred solution and describe no particular compound. Many amplifiers react in two steps: the acid cleaves a protecting group, and the intermediate then releases the new acid with a first-order constant \(k_3\). The early growth constant \(\mu\) then obeys \(\mu(\mu+k_3)=k_2a_0k_3\). The logarithm remains, but each tenfold cut in seed adds \(\ln(10)/\mu\), and the one-step model holds only for \(k_3\gg k_2a_0\). A half-time near two hours is far longer than a resist bake, which lasts roughly a minute or two, so the numbers should not be carried over to a film. There the acid also moves slowly, and the assumption of perfect mixing is doubtful; the size of that effect is not computed here. If a resist contains added base, another assumption is broken: in the example, a base that binds acid completely, at twice the seed concentration, nearly triples the half-time; a weakly binding base does less. For a stored solution, (13) suggests a rule with conditions. If catalysis is of first order and no base is present, removing acid lengthens the induction time noticeably until the seed falls to about \(k_1/k_2\). Below that, further purification gains little in the tangent time, though more for a small threshold: by (10), removing a seed equal to \(k_1/k_2\) lengthens the time to 0.1 % conversion from 1792 to 2399 s. A lower temperature helps at any seed; with 110 kJ/mol for both paths, 10 K less stretches all times by a factor of about 2.7. Dilution also helps: it lowers the rate \((k_1+k_2b_0+k_2a_0X)(1-X)\) at every \(X\), so the time to any fixed conversion grows, up to the limit set by the spontaneous path. The tangent time of an unseeded solution does pass through a maximum near \(a_0\approx12\,k_1/k_2\) and shrinks on further dilution, but this reflects the fading of the sigmoidal shape and not a faster decomposition. The numerical output lists the values used here.

## Values computed for the example and the checks

```
Initial precursor a0 = 0.100 mol/L; seed b0 = 1.0e-04 mol/L
k1 = 1.0e-07 1/s; k2 = 1.0e-02 L/(mol s); T = 373 K
Growth constant k2*a0 = 1.000e-03 1/s
Crossover seed k1/k2 = 1.0e-05 mol/L
r = 1.1000e-03 (no unit); lambda = 1.00110e-03 1/s
Largest curve error against integration = 8.1e-16
Conversion at     0 s = 0.000 %
Conversion at  2000 s = 0.699 %
Conversion at  4000 s = 5.585 %
Conversion at  5000 s = 14.006 %
Conversion at  6000 s = 30.802 %
Conversion at  7000 s = 54.816 %
Conversion at  8000 s = 76.762 %
Conversion at 10000 s = 96.074 %
Conversion at 12000 s = 99.451 %
Time to 5 % conversion = 3885 s
Time to 50 % conversion = 6807 s
Time to 95 % conversion = 9747 s
Inflection time = 6805 s; conversion = 49.94 %
Greatest slope = 2.5055e-04 1/s
Induction time = 4812 s = 1.34 h
Conversion at induction time = 11.9 %
Seed 1e-03 mol/L: t_ind = 2609 s; small-r form = 2595 s
Seed 1e-04 mol/L: t_ind = 4812 s; small-r form = 4812 s
Seed 1e-05 mol/L: t_ind = 6517 s; small-r form = 6517 s
Seed 1e-06 mol/L: t_ind = 7115 s; small-r form = 7115 s
Seed 0e+00 mol/L: t_ind = 7210 s; small-r form = 7210 s
k1 = 0, seed 1e-4 to 1e-5 mol/L: added delay = 2303.2 s
k1 = 0, seed 1e-5 to 1e-6 mol/L: added delay = 2302.9 s
ln(10)/(k2*a0) = 2302.6 s
Added half-time for r 1e-3 to 1e-4, then 1e-4 to 1e-5:
  order 0.667: 0.161, 0.075 in units 1/(k2*a0)
  order 1.000: 2.307, 2.303 in units 1/(k2*a0)
  order 1.500: 136.837, 432.482 in units 1/(k2*a0)
Activation energy = 110 kJ/mol
Reaction heat size = 50 kJ/mol; heat capacity = 1.7 kJ/(L K)
Half-time, bath 1 K too warm = 6191 s
Adiabatic temperature change = 2.94 K
Half-time, adiabatic exothermic = 6623 s
Half-time, adiabatic endothermic = 7007 s
Half-time, base 5.0e-05 mol/L = 7415 s
Half-time, base 2.0e-04 mol/L = 19221 s
  of which neutralising the excess base = 10005 s
Half-time, acid loss 2.0e-05 1/s = 6932 s
Acid loss 1.5e-03 1/s: conversion at 20000 s = 0.75 %
Half-time, catalytic order 0.9 = 4865 s
Half-time, catalytic order 1.1 = 9847 s
```
